# Electron Density of a Free-Electron Metal at an Infinite Wall

## The physical situation

In a high-k gate stack, a metal such as TiN ends at an insulating oxide. The conduction electrons cannot penetrate far into the oxide, so their density must fall near the interface. How does it recover on the metal side? The filled wave numbers end at a sharp limit, and this abrupt end makes the density ring around its bulk value. These are Friedel oscillations. A simple model that contains them, a free-electron metal ending at an infinite wall, has a closed-form density.

## Model and conventions

The metal fills $z>0$ and the wall is at $z=0$. The potential inside is flat, the electrons do not interact, and the temperature is zero. Each orbital holds two spins. All states with energy below $E_F=\hbar^2k_F^2/(2m)$ are filled, and $k_F$ is held fixed as the metal is made thick.

Begin with a slab $0<z<L$ of area $A$, with infinite walls at both faces and periodic conditions along the surface. The normalized orbitals are

$$
\psi=\sqrt{\frac{2}{L}}\,\sin(k_z z)\,\frac{e^{i\mathbf{k}_\parallel\cdot\mathbf{r}_\parallel}}{\sqrt A},\qquad k_z=\frac{\pi j}{L},\quad j=1,2,\dots
$$

The sine vanishes at both walls. Negative $j$ would only change its sign, so it gives no new state.

## From orbitals to an integral

For a given $k_z$, the filled in-plane states satisfy $k_\parallel^2<k_F^2-k_z^2$. They form a disc of area $\pi(k_F^2-k_z^2)$. In-plane states have density $A/(4\pi^2)$, so with two spins their number per surface area is

$$
2\,\frac{\pi(k_F^2-k_z^2)}{4\pi^2}=\frac{k_F^2-k_z^2}{2\pi}.
$$

Each contributes $(2/L)\sin^2(k_zz)$ to the profile:

$$
n(z)=\sum_{k_z<k_F}\frac{2}{L}\sin^2(k_zz)\,\frac{k_F^2-k_z^2}{2\pi}.
$$

The spacing of $k_z$ is $\pi/L$. At fixed $z$ and $L\to\infty$ the sum becomes $(L/\pi)\int dk$, and $2\sin^2(kz)=1-\cos(2kz)$ gives

$$
n(z)=\frac{1}{2\pi^2}\int_0^{k_F}(k_F^2-k^2)\,[1-\cos(2kz)]\,dk .
$$

The first term is the bulk density,

$$
n_0=\frac{1}{2\pi^2}\left(k_F^3-\frac{k_F^3}{3}\right)=\frac{k_F^3}{3\pi^2}.
$$

The cosine is the interference between the incident and reflected waves.

## The closed form

Set $u=k/k_F$ and $x=2k_Fz$. Dividing by $n_0$ gives

$$
\frac{n}{n_0}=1-\frac32\int_0^1(1-u^2)\cos(xu)\,du .
$$

Integrate by parts. The boundary term $(1-u^2)\sin(xu)/x$ vanishes at both ends, leaving

$$
\int_0^1(1-u^2)\cos(xu)\,du=\frac2x\int_0^1u\sin(xu)\,du .
$$

A second integration by parts gives

$$
\int_0^1u\sin(xu)\,du=-\frac{\cos x}{x}+\frac1x\int_0^1\cos(xu)\,du=-\frac{\cos x}{x}+\frac{\sin x}{x^2}.
$$

Therefore

$$
\boxed{\frac{n(z)}{n_0}=1-\frac{3(\sin x-x\cos x)}{x^3},\qquad x=2k_Fz.}
$$

The mass does not appear: at given $n_0$, the profile of this single-band model is the same for any isotropic effective mass.

As a separate test, the finite-difference Hamiltonian of a slab 20 nm wide was diagonalized on a 0.01 nm grid, with $k_F=11.397$ nm$^{-1}$. Over the first 3 nm its density differs from the closed form by at most $6.5\times10^{-4}$ of $n_0$. Most of this is a nearly constant offset of about $3.5\times10^{-4}$. It is small against the oscillation in the first nanometre but comparable with it at 2 to 3 nm, so this test confirms the profile near the wall rather than the far tail.

## Close to the wall

For small $x$, the series of sine and cosine give

$$
\sin x-x\cos x=\frac{x^3}{3}-\frac{x^5}{30}+\dots,
$$

so that

$$
\frac{n}{n_0}\simeq\frac{x^2}{10}=\frac25(k_Fz)^2 .
$$

Every orbital vanishes linearly at the wall, hence the density vanishes quadratically.

The extrema follow from

$$
\frac{d}{dx}\frac{n}{n_0}=-\frac{3[(x^2-3)\sin x+3x\cos x]}{x^4}=0 .
$$

The first peak is at $x=5.7635$, where $n/n_0=1.0862$. It is also the highest: a numerical scan finds no higher one up to $x=30$, and beyond that the deviation cannot exceed $3/x^2+3/x^3<0.004$.

## The inverse-square tail

Separate the two terms of the closed form:

$$
\frac{n}{n_0}-1=\frac{3\cos x}{x^2}-\frac{3\sin x}{x^3}.
$$

The second term is the whole correction to the first, and its magnitude is at most $3/x^3$. At large depth,

$$
\frac{n(z)}{n_0}-1\simeq\frac{3\cos(2k_Fz)}{4k_F^2z^2}.
$$

The envelope decays as $1/z^2$ and the period is $\pi/k_F$. Close to a zero of the cosine the correction can rival the leading term, so its relative size should be judged against the envelope, where it is at most $1/x$.

The exponent comes from the filling near $k_F$. For a smooth weight $w(u)$ in place of $1-u^2$, integration by parts gives

$$
\int_0^1w\cos(xu)\,du=\frac{w(1)\sin x}{x}+\frac{w'(1)\cos x-w'(0)}{x^2}+O(x^{-3}).
$$

In three dimensions the disc of in-plane states shrinks to nothing at $k_z=k_F$. Thus $w(1)=0$, and the slope $w'(1)=-2$ sets the $1/x^2$ tail; $w'(0)=0$ removes a non-oscillating term. In one dimension there is no disc. The weight is constant, it jumps at $k_F$, and the deviation is $-\sin x/x$, which decays as $1/z$.

Exponents were also measured by integrating over the modes numerically and comparing the largest deviations in two windows of length $\pi$, starting at $x=20\pi$ and $160\pi$. They are $-2.000$ in three dimensions and $-0.990$ for the constant weight. The latter is not quite $-1$ because the maxima of $|\sin x|/x$ lie near mid-window: $\ln(160.5/20.5)/\ln 8=0.990$.

## Where the positive charge must begin

The wall removes electrons from its neighbourhood. The equivalent empty thickness is

$$
d=\int_0^\infty\left(1-\frac n{n_0}\right)dz
=\frac{1}{2k_F}\,\frac32\lim_{X\to\infty}\int_0^1(1-u^2)\frac{\sin(Xu)}{u}\,du ,
$$

where the integral over $x$ from 0 to $X$ was done first. The part with $1/u$ tends to $\int_0^\infty(\sin t/t)\,dt=\pi/2$. The part with $u$ tends to zero through rapid oscillation. Hence

$$
d=\frac{3\pi}{8k_F}.
$$

A neutral metal with a uniform positive background of density $n_0$ must have that background begin at depth $d$, not at the wall.

Neutral as a whole, this arrangement still has a surface dipole. Let $n_+$ be the background density and $U$ the electron's electrostatic energy, with $U=0$ deep inside. Poisson's equation reads $U''=(e^2/\varepsilon_0)(n_+-n)$, and $zU'$ and $U$ both vanish deep inside, so $\int_0^\infty zU''\,dz=[zU'-U]_0^\infty=U(0)$. Hence

$$
U(0)=\frac{e^2}{\varepsilon_0}\int_0^\infty z\,(n_+-n)\,dz .
$$

Write $n_+-n$ as $n_0-n$ minus the missing background $n_0$ on $0<z<d$. The first part is

$$
\int_0^\infty z(n_0-n)\,dz=\frac{3n_0}{4k_F^2}\int_0^\infty\frac{\sin x-x\cos x}{x^2}\,dx
=\frac{3n_0}{4k_F^2}\left[-\frac{\sin x}{x}\right]_0^\infty=\frac{3n_0}{4k_F^2}.
$$

The second is $n_0d^2/2=9\pi^2n_0/(128k_F^2)$. Therefore

$$
U(0)=\frac{e^2n_0}{\varepsilon_0k_F^2}\left(\frac34-\frac{9\pi^2}{128}\right).
$$

This is the electrostatic part of what the flat potential leaves out. It is computed from the unadjusted density; a self-consistent treatment would let the electrons respond to it. The exchange-correlation potential, which in the local-density approximation goes to zero with the density, is left out as well.

## A barrier of finite height

Now let the potential for $z<0$ be $V_0>E_F$, measured from the band bottom, with the same free mass on both sides. Define $k_0$ by $V_0=\hbar^2k_0^2/(2m)$. Inside, the wave is proportional to $\sin(kz+\delta)$; outside it is proportional to $e^{\kappa z}$ with $\kappa^2=k_0^2-k^2$. Continuity of value and slope gives

$$
k\cot\delta=\kappa\quad\Rightarrow\quad\tan\delta=\frac k\kappa,\qquad \sin\delta=\frac{k}{k_0}.
$$

In a thick metal the normalization and mode spacing are unchanged to leading order in $1/L$. The density inside is then the earlier integral with $2kz$ replaced by $\theta(k)=2kz+2\delta(k)$.

At the interface, $1-\cos2\delta=2\sin^2\delta=2k^2/k_0^2$, so

$$
\frac{n(0)}{n_0}=\frac{3}{2k_F^3}\int_0^{k_F}(k_F^2-k^2)\frac{2k^2}{k_0^2}\,dk
=\frac{3}{k_F^3k_0^2}\,\frac{2k_F^5}{15}=\frac25\,\frac{E_F}{V_0}.
$$

For the tail, integrate by parts twice with $g=k_F^2-k^2$. The first boundary term vanishes because $g(k_F)=0$ and $\sin\theta(0)=0$. In the second, the lower end gives nothing because $g/\theta'$ is even in $k$. The upper end gives $-2k_F\cos\theta(k_F)/\theta'(k_F)^2$, and $\theta'\simeq2z$ at large depth. Multiplying by $-3/(2k_F^3)$,

$$
\frac n{n_0}-1\simeq\frac{3\cos(2k_Fz+2\delta_F)}{4k_F^2z^2},\qquad \sin\delta_F=\sqrt{\frac{E_F}{V_0}} .
$$

The inverse square survives, and at large depth the pattern moves toward the wall by $\delta_F/k_F$. Since $d\delta/dk=1/\kappa$, the full slope is $\theta'(k_F)=2z+2/\kappa_F$, with $\kappa_F$ the value of $\kappa$ at $k_F$. Keeping it replaces $z^2$ in the denominator by $(z+1/\kappa_F)^2$, so the form with $z^2$ needs $z\gg1/\kappa_F$. As $V_0\to\infty$, both $\delta_F$ and $n(0)$ go to zero, as they must.

## What damps the tail

The power law relies on a sharp Fermi edge, and its amplitude on a well-defined wall position. Three effects weaken the tail: temperature and disorder cut off the power law, while roughness multiplies it by a factor that does not depend on depth. In each case the slowly varying factor $1/z^2$ is held fixed and the phase is averaged.

**Temperature.** The Fermi function $f$ is a superposition of sharp steps with weight $-f'$. A step displaced by $\varepsilon$ from $E_F$ changes the phase by $s\varepsilon$, where $s=2z/(\hbar v_F)$ and $v_F=\hbar k_F/m$. The amplitude factor is $\int(-f')e^{is\varepsilon}d\varepsilon$. Near each pole $\varepsilon_p=i\pi k_BT(2p+1)$, $-f'$ behaves as $-k_BT/(\varepsilon-\varepsilon_p)^2$, so the residue is $-isk_BT\,e^{is\varepsilon_p}$. Summing over the upper half-plane,

$$
2\pi sk_BT\sum_{p=0}^\infty e^{-\pi sk_BT(2p+1)}=\frac{X}{\sinh X},\qquad X=\frac{2\pi k_BTz}{\hbar v_F}.
$$

**Disorder.** Suppose scattering broadens each level into a Lorentzian of half-width $\Gamma=\hbar v_F/(2\ell)\ll E_F$, where $\ell$ is the mean free path. The average of $e^{is\varepsilon}$ over a Lorentzian is $e^{-s\Gamma}$, so the laterally averaged amplitude acquires the factor $e^{-z/\ell}$.

**Roughness.** Let the wall consist of locally flat regions whose positions have a Gaussian spread $\sigma$. Averaging $\cos[2k_F(z-s_w)]$ over the wall position $s_w$ gives the factor

$$
e^{-(2k_F)^2\sigma^2/2}=e^{-2k_F^2\sigma^2}.
$$

This holds for depths much larger than $\sigma$ and $2k_F\sigma^2$. It applies to the lateral average. Under one flat region the flat-wall pattern can be expected only if the region is much wider than $\sqrt{\pi z/k_F}$; under narrower ones the neighbouring regions alter its phase and size.

## Worked example: a TiN gate

Take rough typical values: $n_0=5\times10^{22}$ cm$^{-3}=50$ nm$^{-3}$, resistivity 100 µΩ cm, a barrier to the oxide 2.5 eV above the Fermi level, $\sigma=0.1$ nm and $T=358$ K. Then

$$
k_F=(3\pi^2\times50)^{1/3}\ \mathrm{nm^{-1}}=11.40\ \mathrm{nm^{-1}},\qquad E_F=4.95\ \mathrm{eV}.
$$

The period is $\pi/k_F=0.276$ nm. The first peak is at $5.7635/(2\times11.40)=0.253$ nm, with density $1.086\,n_0=5.43\times10^{22}$ cm$^{-3}$. The background begins at $d=3\pi/(8\times11.40)=0.103$ nm.

| $z$ (nm) | $n/n_0-1$, closed form | leading term |
|---|---|---|
| 0.10 | −0.5681 | −0.3758 |
| 0.25 | +0.0860 | +0.0770 |
| 0.50 | +0.0109 | +0.0090 |
| 1.00 | −0.0038 | −0.0040 |
| 2.00 | −0.000083 | −0.000051 |
| 4.00 | −0.000360 | −0.000360 |

The entry at 2 nm is smaller in magnitude than that at 4 nm because $x=45.59$ is close to $14.5\pi=45.55$, a zero of the cosine. The envelope still falls fourfold between these depths. An entry so close to a zero is very sensitive to the inputs: the table uses the unrounded $k_F$, and lowering $n_0$ by 1% reverses the sign at 2 nm.

For the finite barrier, $V_0=4.95+2.5=7.45$ eV. The interface density is $0.4\times4.95/7.45=0.27$ of $n_0$, instead of zero. The phase is $\delta_F=0.953$ rad, and the tail moves outward by $0.953/11.40=0.084$ nm, about 30% of a period. Here $1/\kappa_F=0.12$ nm, so near 1 nm the amplitude is about 20% below $3/(4k_F^2z^2)$; the first peak falls to about $1.072\,n_0$ and moves by about 0.074 nm. For the infinite wall, the omitted electrostatic step is 0.39 eV, about 8% of $E_F$. This value does not carry over to the finite barrier. There the electrons spill into $z<0$, the neutral background begins at about 0.026 nm, and the same moment of the charge, taken over both sides with the vacuum permittivity, gives about 1.0 eV, or 20% of $E_F$.

For damping, use the depth $4\pi/k_F=1.10$ nm, where the clean deviation is 0.00475. With $\hbar v_F=2E_F/k_F=0.868$ eV nm and $k_BT=0.0309$ eV, $X=0.25$ and the thermal factor is 0.99. The Drude relations $\rho=m/(n_0e^2\tau)$ and $\ell=v_F\tau$ give

$$
\ell=\frac{\hbar k_F}{n_0e^2\rho}=0.94\ \mathrm{nm},\qquad e^{-1.10/0.94}\simeq0.31 .
$$

This takes the transport lifetime as the level-broadening lifetime, a further approximation. The far-depth roughness factor is $e^{-2(11.40)^2(0.1)^2}=0.074$.

## How far this describes a real gate

TiN is not a free-electron metal: its conduction states have strong titanium d character, and its lattice imposes its own variation on the density. Neither is included, and their effect on these numbers has not been calculated. The number of bands alone matters: sharing the same density among three equal spherical bands would give $k_F=7.90$ nm$^{-1}$, a period of 0.40 nm, $\ell=0.65$ nm and a roughness factor of 0.29; with the free mass, $E_F$ would fall to 2.4 eV and the omitted infinite-wall step would grow to 0.81 eV, about a third of $E_F$. Electron interactions are also absent. At this density the local-density exchange-correlation potential is about $-6.4$ eV in the bulk, far larger in size than the 0.39 eV step. In a self-consistent local-density slab 6.35 nm wide, with the same infinite walls and background, the first peak rises to about $1.15\,n_0$ and the electrostatic step changes sign, to about $-0.45$ eV. The closed form also assumes a thick metal, whereas gate layers are often only a few nanometres thick. In a clean neutral film between two infinite walls the first peak stays within 0.002 of $1.086\,n_0$ down to 2 nm thickness, but the tail does not: the departure from the closed form is as large as the envelope at mid-depth in a 3 nm film, and up to about 40% of it at depths of 1 to 2 nm in a 5 nm film. The resistivity of thin TiN films depends strongly on deposition and thickness, so $\ell$ may differ considerably from the value here. Real surface steps are discrete, which makes the Gaussian roughness a rough representation. Within the model, the infinite wall strongly affects the density at the interface: relaxing it raises the density there from zero to about $0.27\,n_0$. That figure assumes the free mass in the oxide and is sensitive to it: with $\psi'/m$ continuous and an oxide mass of $0.4\,m$ or $0.2\,m$, it falls to about $0.10\,n_0$ or $0.04\,n_0$, and the outward shift of the tail falls from 0.084 nm to about 0.064 nm or 0.049 nm. At depths of one to a few nanometres, disorder and roughness matter far more than temperature for the chosen values. They can hide the inverse-square tail in a lateral average even though it is the correct law for the clean, flat, cold free-electron metal. The exponent also depends on the shape of the Fermi surface: a cylindrical sheet with its axis along the surface has weight $\sqrt{1-u^2}$ and a tail that decays as $z^{-3/2}$. The Fermi surface of TiN has not been examined here. The model also has no grains or crystal facets, so it does not predict the variation of work function across a gate.

## Numbers as computed

```
INPUTS (rough typical values for a TiN gate)
electron density n0 = 5.0e+22 cm^-3
barrier above Fermi level = 2.5 eV
resistivity = 100 micro-ohm cm
rms wall roughness = 0.10 nm
temperature = 358 K
RESULTS, INFINITE WALL
Fermi wave number kF = 11.397 nm^-1
Fermi energy EF = 4.949 eV
oscillation period pi/kF = 0.2756 nm
first peak: x = 2 kF z = 5.7635 (no unit)
first peak: depth = 0.2528 nm
first peak: n/n0 = 1.0862 (no unit)
first peak: density = 5.431e+22 cm^-3
background offset d = 0.1034 nm
depth (nm) | x | n/n0-1 exact | leading term | bound 3/x^3
 0.10 |   2.279 | -0.568084 | -0.375764 | 0.253303
 0.25 |   5.699 | +0.085987 | +0.077040 | 0.016211
 0.50 |  11.397 | +0.010893 | +0.009028 | 0.002026
 1.00 |  22.794 | -0.003827 | -0.004009 | 0.000253
 2.00 |  45.589 | -0.000083 | -0.000051 | 0.000032
 4.00 |  91.177 | -0.000360 | -0.000360 | 0.000004
TESTS (no unit)
largest error of closed form against quadrature = 6.2e-14
largest difference from diagonalized slab = 6.5e-04
measured decay exponent, three dimensions = -2.000
measured decay exponent, constant weight = -0.990
NEGLECTED EFFECTS
barrier from band bottom V0 = 7.449 eV
finite barrier: n(0)/n0 = 0.266 (no unit)
finite barrier: phase delta_F = 0.953 rad
finite barrier: outward shift delta_F/kF = 0.0836 nm
electrostatic step left out = 0.390 eV
reference depth 4 pi/kF = 1.1026 nm
clean n/n0-1 at reference depth = 0.00475 (no unit)
thermal energy kT = 0.0309 eV
thermal factor at reference depth = 0.9900
mean free path = 0.936 nm
disorder factor at reference depth = 0.308
roughness factor at large depth = 0.0744
```
